# Biaxial strain, silicon valleys and contact conductance at fixed density

## 1. Six round valleys and no barrier

Take six identical, isotropic conduction valleys at zero temperature, in contact with a metal through a perfectly transparent interface. Their common Fermi energy, measured from the band edge, is $\mu_0$. Let strain lower two valleys by $2S/3$ and raise four by $S/3$, which leaves the average edge, the centroid, in place. All energies below are measured from it.

An electron can cross with any wavevector parallel to the interface that its energy allows. For one valley these fill a disc whose area is proportional to its Fermi energy, so while all valleys remain occupied

$$g\propto 2\left(\mu+\tfrac{2S}{3}\right)+4\left(\mu-\tfrac S3\right)=6\mu .$$

The explicit shifts cancel. What remains is the motion of $\mu$, which the fixed density decides. Each valley holds a density proportional to its Fermi energy to the power $3/2$:

$$2\left(\mu+\tfrac{2S}{3}\right)^{3/2}+4\left(\mu-\tfrac S3\right)^{3/2}=6\mu_0^{3/2}.$$

The terms linear in $S$ cancel here too, so $\mu=\mu_0+O(S^2)$. To first order, strain moves electrons between valleys without changing the contact conductance.

A linear effect of the splitting itself therefore needs valleys that conduct differently. Silicon has them: each valley is an ellipsoid with a heavy mass $m_l$ along its axis and a light mass $m_t$ across it. I next find the splitting, then restore the masses, the temperature and the barrier in turn.

## 2. The splitting produced by strain

The contact normal is $z=[001]$. The in-plane strain is $\epsilon_{xx}=\epsilon_{yy}=e$, positive in tension, and there is no shear. To first order the edge of a $z$ valley moves by $\sum_{ab}D_{ab}\epsilon_{ab}$, with $D$ symmetric. The reflections $x\to-x$ and $y\to-y$ leave this valley in place, so the off-diagonal elements of $D$ vanish. A quarter turn about $z$ also leaves it in place, so $D_{xx}=D_{yy}$. Two constants remain. With $D_{xx}=\Xi_d$ and $D_{zz}=\Xi_d+\Xi_u$,

$$\Delta E_z=\Xi_d(\epsilon_{xx}+\epsilon_{yy}+\epsilon_{zz})+\Xi_u\epsilon_{zz}.$$

Rotation gives the $x$ and $y$ valleys, with $\epsilon_{xx}$ or $\epsilon_{yy}$ in the last term.

The layer is free to relax along $z$, so its normal stress vanishes:

$$\sigma_{zz}=C_{11}\epsilon_{zz}+2C_{12}e=0
\quad\Rightarrow\quad \epsilon_{zz}=-\frac{2C_{12}}{C_{11}}e .$$

Call the two $z$ valleys group 2 and the four in-plane valleys group 4. Their splitting is

$$S=E_4-E_2=\Xi_u(e-\epsilon_{zz})
=\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)e .$$

Tension lowers group 2. The centroid is $E_c=(2E_2+4E_4)/6$, so

$$d_2=E_2-E_c=-\tfrac23S,\qquad d_4=E_4-E_c=\tfrac13S,$$

as in the opening case. The centroid itself moves by $(\Xi_d+\Xi_u/3)(2e+\epsilon_{zz})$. How that motion changes the barrier depends on what pins the metal Fermi level, and deformation potentials do not settle this. In the main model I hold the barrier $\phi$, from the metal Fermi level to the centroid at the interface, fixed under strain.

For the example I use rough typical silicon values: $\Xi_u=9.0$ eV, $C_{11}=166$ GPa and $C_{12}=64$ GPa. Then $\epsilon_{zz}=-0.771e$, and 1% tension gives

$$S=9.0\times1.771\times0.01=0.159\ \text{eV}.$$

## 3. Fixed density at any temperature

For parabolic ellipsoids, rescaling the three wavevector components turns the ellipsoid into a sphere with mass $m_D=(m_lm_t^2)^{1/3}$. Including spin, one valley holds

$$n_v(\mu_i)=\frac{1}{2\pi^2}\left(\frac{2m_D}{\hbar^2}\right)^{3/2}
\int_0^\infty\sqrt E\,f(E-\mu_i)\,dE,
\qquad f(y)=\frac1{1+e^{y/kT}} .$$

Here $\mu_i=\mu-d_i$ is the Fermi energy above that valley's own edge. The density condition is

$$2n_v\left(\mu+\tfrac{2S}{3}\right)+4n_v\left(\mu-\tfrac S3\right)=N .$$

$N$ is the density of active donors, and the bulk is neutral. To find the leading motion of $\mu$, write $\mu=\mu_0+\delta$ and expand:

$$0=\sum_i\left[n_v'(\delta-d_i)+\tfrac12n_v''(\delta-d_i)^2\right]+\dots$$

The shifts obey $\sum_i d_i=0$ and $\sum_i d_i^2=2\cdot\frac49S^2+4\cdot\frac19S^2=\frac43S^2$. Since $\delta$ is itself of order $S^2$, the second bracket contributes $\frac12n_v''\cdot\frac43S^2$. Hence

$$6n_v'\delta+\tfrac23n_v''S^2=0
\quad\Rightarrow\quad
\delta=-\frac{S^2}{9}\frac{n_v''}{n_v'} .$$

At zero temperature $n_v\propto\mu^{3/2}$, so $n_v''/n_v'=1/(2\mu_0)$ and $\delta=-S^2/(18\mu_0)$. The Fermi level falls relative to the centroid for either sign of strain.

**The limit of complete transfer.** If all electrons enter group 2, the density per valley triples. At zero temperature $\mu_2$ becomes $3^{2/3}\mu_0=2.08\mu_0$, and group 4 is empty when $S\ge2.08\mu_0$. If all enter group 4, the density per valley rises by $3/2$, so $\mu_4=(3/2)^{2/3}\mu_0=1.31\mu_0$, which needs $-S\ge1.31\mu_0$.

For $N=2\times10^{20}$ cm$^{-3}$, $m_l=0.92m_0$, $m_t=0.19m_0$ and 300 K, the unstrained Fermi energy is 0.112 eV. The thresholds above need the zero-temperature value at the same density, $\mu_0=(\hbar^2/2m_D)(3\pi^2N/6)^{2/3}=0.117$ eV, which puts them at about 0.24 and 0.15 eV. With $|S|=0.159$ eV, 1% tension should leave the transfer incomplete and 1% compression should nearly complete it. The finite-temperature solution agrees: group 2 holds 33% of the electrons without strain, 78% under tension and 2.4% under compression.

## 4. Conductance of an ellipsoidal valley

Let $E$ now denote the energy of motion along $z$, measured from the valley edge in the bulk, and $E_\parallel$ the energy of parallel motion. Because the ellipsoid axes lie along the crystal axes, the two energies add. I assume that transmission depends on $E$ and on the valley, and that the metal has available states at every parallel wavevector required.

A small voltage $v$ displaces the two Fermi functions by $ev$. Their difference is $-ev f'$ to first order. Any change of transmission with voltage multiplies a difference that is already first order, so it drops out. Counting electrons that move toward the metal, with spin, gives

$$g_i=2e^2\int_{v_z>0}\frac{d^3k}{(2\pi)^3}\,v_z\,T_i(E)
\left[-f'(E+E_\parallel-\mu_i)\right].$$

Here $v_z>0$ denotes motion toward the metal. Since $v_z\,dk_z=dE/\hbar$, the $k_z$ integral becomes $\int dE/h$. The parallel states with energy below $E_\parallel$ fill an ellipse of area $2\pi m_{xy}E_\parallel/\hbar^2$, where $m_{xy}=\sqrt{m_xm_y}$. Division by $(2\pi)^2$ gives $m_{xy}/(2\pi\hbar^2)$ states per unit energy and contact area. Finally

$$\int_0^\infty[-f'(E+E_\parallel-\mu_i)]\,dE_\parallel=f(E-\mu_i),$$

and therefore

$$g_i=\frac{2e^2}{h}\frac{m_{xy,i}}{2\pi\hbar^2}
\int_0^\infty T_i(E)f(E-\mu_i)\,dE .$$

The total is $g=\sum_i g_i$, the contact resistivity is $\rho_c=1/g$, and the conductance share of a group is $w_2=g_2/g$ or $w_4=g_4/g$, where $g_2$ and $g_4$ now include all valleys of the group.

**The transparent limit.** For $T_i=1$ the integral is $kT\ln(1+e^{\mu_i/kT})$. At zero temperature it becomes $\mu_i$, and

$$g\propto2m_t\left(\mu+\tfrac{2S}{3}\right)
+4\sqrt{m_lm_t}\left(\mu-\tfrac S3\right).$$

A group 2 valley presents its two light masses to the interface plane; a group 4 valley presents one heavy and one light. With the masses above, $\sqrt{m_lm_t}=0.418m_0$, so group 2 carries $0.380/2.052=18.5\%$ of the unstrained conductance although it holds one third of the electrons. The linear change is

$$\frac{1}{g}\frac{dg}{dS}=\frac{1}{\mu_0}
\left(\frac23\times0.185-\frac13\times0.815\right)
=-\frac{0.148}{\mu_0}.$$

In this limit tension lowers the conductance. Complete transfer multiplies it by $0.185\times2.08=0.39$ under tension, and by $0.815\times1.31=1.07$ under compression.

## 5. One band bending, several barriers

Now add a depleted barrier. At the interface the edge of valley $i$ lies $\phi+d_i$ above the Fermi level. In the bulk it lies $\mu-d_i$ below. The band bending is the sum,

$$U=(\phi+d_i)+(\mu-d_i)=\phi+\mu .$$

The valley shift cancels because one electrostatic potential acts on all valleys. An electron of given $E$ meets the same potential shape in each; what differs is the range of $E$ that is occupied and the mass with which the electron tunnels.

Let $s$ be the distance from the inner edge of the depletion layer toward the metal. Uniform, fully ionized donors give $V''=e^2N/\varepsilon$ with $V=V'=0$ at $s=0$. Thus $V=as^2$, with $a=e^2N/(2\varepsilon)$, and the width $W$ follows from $aW^2=U$. The WKB transmission below the top, without prefactor, is

$$-\ln T=\frac{2\sqrt{2m_z}}{\hbar}
\int_{\sqrt{E/a}}^{W}\sqrt{as^2-E}\,ds .$$

Set $s=t\sqrt{E/a}$ and $u=E/U$. The integral becomes

$$\frac{E}{\sqrt a}\int_1^{1/\sqrt u}\sqrt{t^2-1}\,dt
=\frac{E}{2\sqrt a}\left[t\sqrt{t^2-1}-\ln\left(t+\sqrt{t^2-1}\right)\right]_1^{1/\sqrt u}.$$

The lower limit gives zero. At the upper limit $t\sqrt{t^2-1}=\sqrt{1-u}/u$, and $E/u=U$. Hence

$$-\ln T=\frac{U}{E_{00}}\left[\sqrt{1-u}-u\ln\frac{1+\sqrt{1-u}}{\sqrt u}\right],
\qquad
E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{m_z\varepsilon}} .$$

Above the top I take $T=1$. The exponent vanishes at $u=1$, so the two pieces join, and it tends to $U/E_{00}$ at $u=0$. The normal mass is $m_z=m_l$ for group 2 and $m_z=m_t$ for group 4. Group 2 is thus handicapped twice: fewer parallel states per unit energy and a heavier tunnelling mass.

With $\phi=0.55$ eV and relative permittivity 11.7, $U=0.662$ eV and $W=2.07$ nm. The values of $E_{00}$ are 0.080 eV for group 2 and 0.176 eV for group 4. For an electron whose whole Fermi energy lies in normal motion, $u=0.112/0.662=0.17$ and the bracket is 0.65. The exponents are $8.28\times0.65=5.4$ and $3.76\times0.65=2.4$, so the transmissions are about 0.005 and 0.09. Averaged over $E$ with weight $f$, which includes slower normal motion, they are 0.0027 and 0.059.

This separates electron share from conductance share. Without strain a group 4 electron contributes more than a group 2 electron by

$$\sqrt{\frac{m_l}{m_t}}\times\frac{0.0593}{0.00272}
\approx2.2\times21.8\approx48 .$$

Group 2 holds a third of the electrons and carries 1.0% of the conductance.

## 6. Linear response

At fixed $N$, $\mu$ has no first-order change, and neither has $U$. (A real layer keeps its donors per unit cell, so 1% tension dilutes $N$ by the volume strain, 1.2%. This is a small first-order effect, about 4% in $\rho_c$, which the model leaves out.) With $\phi$ fixed, strain acts at first order through $\mu_i=\mu-d_i$ alone. Define the sensitivity at fixed $U$,

$$L_i=\frac{\partial\ln g_i}{\partial\mu_i}
=\frac{\int_0^\infty T_i(E)[-f'(E-\mu_i)]\,dE}
{\int_0^\infty T_i(E)f(E-\mu_i)\,dE}.$$

From $d\mu_2/dS=2/3$ and $d\mu_4/dS=-1/3$,

$$\left.\frac{d\ln g}{dS}\right|_0=\frac23w_2L_2-\frac13w_4L_4 .$$

Identical isotropic valleys have $w_2=1/3$, $w_4=2/3$ and equal $L$; the result is zero, as in the opening case. The zero-temperature transparent contact has $L_i=1/\mu_0$, which returns $-0.148/\mu_0$. In general tension raises $\rho_c$ at first order if $w_4L_4>2w_2L_2$.

For the tunnelling contact $L_2=20.5$ and $L_4=13.6$ eV$^{-1}$. Group 2 is more sensitive, but its weight is small:

$$\frac{d\ln g}{dS}=\frac23(0.0103)(20.5)-\frac13(0.990)(13.6)
=0.14-4.48=-4.34\ \text{eV}^{-1}.$$

Multiplication by 0.159 eV predicts a rise of 0.69 in $\ln\rho_c$ for 1% tension. The full solution gives $+0.90$ in tension and $-0.52$ in compression. Half their difference is 0.71, close to the linear value; half their sum, 0.19, is the even part that a linear law cannot contain.

## 7. One percent strain, valley by valley

The full fixed-density solution gives:

| In-plane strain | Electrons in group 2 | Conductance share of group 2 | $\rho_c$ (ohm cm$^2$) |
|---:|---:|---:|---:|
| $-1\%$ | 2.4% | 0.03% | $3.2\times10^{-9}$ |
| 0 | 33% | 1.0% | $5.5\times10^{-9}$ |
| $+1\%$ | 78% | 16% | $13.5\times10^{-9}$ |

The unstrained value equals 0.55 ohm µm$^2$. Under tension most electrons sit in group 2, while group 4 still carries 84% of the conductance.

The group conductances show how this arises. Group 2 rises from $1.89\times10^6$ to $1.16\times10^7$ S/cm$^2$, a factor 6.1. Its mean transmission grows by $0.0092/0.0027\approx3.4$; the remaining factor, about 1.8, is the larger supply of occupied parallel states. Group 4 falls from $1.81\times10^8$ to $6.26\times10^7$ S/cm$^2$, a factor 0.35. Its mean transmission falls only to 0.80 of its unstrained value, so the supply factor is $0.346/0.80\approx0.43$. The loss in group 4 is mainly a loss of electrons. The total changes by

$$0.0103\times6.13+0.990\times0.346=0.406,$$

so $\rho_c$ rises by a factor $1/0.406=2.46$.

Two comparisons separate the causes. First, tension lowers $\mu$ from 0.112 to 0.098 eV, and with it the bending. If $U$ is held at its unstrained value, $\rho_c$ rises by a factor 2.70 instead of 2.46; the reduced bending recovers part of the loss. Second, if every valley tunnels with mass $m_t$ but keeps its true densities of states, 1% tension raises $\rho_c$ by a factor 1.19. With this common mass the difference in parallel states gives the same sign, but only weakly; with the common mass $m_l$ the even part wins and 1% tension lowers $\rho_c$. It is the heavy tunnelling mass of group 2, set against the light one of group 4, that makes the effect large.

## 8. When the metal refuses the in-plane valleys

The in-plane valleys lie at large parallel wavevectors. At a smooth interface that conserves parallel wavevector, a metal may have few or no matching states there. In the extreme case group 4 does not conduct at all, though it still holds electrons and still enters the density condition.

Then $g=g_2$ and the linear law becomes $d\ln g/dS=\frac23L_2>0$. The strain effect changes sign. The full solution gives $\rho_c(+1\%)/\rho_c(0)=0.16$ and $\rho_c(-1\%)/\rho_c(0)=21$. The unstrained resistivity is also 97 times that of the main model, in which group 4 conducts.

For partial blocking, multiply $g_4$ by a factor $\tau$ that depends on neither energy nor strain. The initial slope vanishes when $2w_2L_2=\tau w_4L_4$, or

$$\tau=\frac{2\times0.0103\times20.5}{0.990\times13.6}\approx0.03 .$$

For a finite tension of 1%, the gain of group 2 balances the loss of group 4 at

$$\tau=\frac{(1.156-0.189)\times10^7}{(1.807-0.626)\times10^8}\approx0.08 .$$

Compression therefore lowers $\rho_c$ in this model provided the metal accepts group 4 well enough. With strong blocking, tension does. In between there is a range where 1% strain of either sign lowers it; $\tau=0.05$ is an example in the main model. These values of $\tau$ scale with the share of group 2 and are not robust: the wave matching of the next section roughly halves them, which leaves $\tau=0.05$ outside the range.

## 9. How far the numbers can be trusted

Each omitted effect below was put in separately. The second column is the unstrained $\rho_c$ relative to the main model. The third is $\rho_c(+1\%)/\rho_c(0)$ within the modified model.

| Change | Unstrained $\rho_c$ | Effect of +1% |
|---|---:|---:|
| None | 1.00 | 2.5 |
| Image force | 0.49 | 2.1 |
| Mobile-electron screening | 1.39 | 3.2 |
| Nonparabolic tunnelling | 0.80 | 2.4 |
| Wave matching to a model metal | 0.56 | 2.8 |
| Hydrostatic barrier shift | 1.00 | 2.8 |
| 400 K | 0.94 | 2.3 |

The image force, taken classically with the static permittivity, lowers the barrier top by 0.27 eV. Mobile electrons inside the bent region cancel part of the donor charge; the field is then weaker and the barrier thicker. The nonparabolic case replaces $V-E$ under the WKB root by $(V-E)[1-\alpha(V-E)]$, with $\alpha=0.5$ eV$^{-1}$. This value describes the band above its edge; used inside the gap and for both mass directions, it is only a sensitivity trial and overstates the correction. The one-band picture also omits evanescent states of valence-band origin, which near zero parallel wavevector decay much more slowly than the $m_l$ branch; any coupling to them would raise the share of group 2, and I have not sized it. The model metal is a free-electron band 10 eV deep, matched at zero parallel wavevector. The hydrostatic case lets the barrier rise by 0.021 eV at 1% tension, from a rough potential of 1.7 eV times the volume strain. That value is close to the deformation potential of the gap, so it suits a metal Fermi level tied to the valence band. The size and sign are assumptions; a barrier shift of $\pm0.05$ eV would move the factor 2.5 between about 1.8 and 3.4. In all these cases tension raises $\rho_c$ and compression lowers it. The corrections were not combined, so the absolute resistivity is an estimate of size.

The parameters resemble titanium silicide on heavily phosphorus-doped source and drain silicon, where a barrier near half an electronvolt, active densities of a few $10^{20}$ cm$^{-3}$ and resistivities of roughly $10^{-9}$ to $10^{-8}$ ohm cm$^2$ are reasonable rough figures. The model's unstrained result falls in that range, which does not validate its strain response. A real contact has discrete donors: their mean spacing here is 1.71 nm, against a depletion width of 2.07 nm, so a smooth charge layer is a poor local description. I have not sized that error. The peak field, 6.4 MV/cm, belongs to this same smooth layer. Device strain also need not be equal in all in-plane directions. If it differs between [100] and [010], the four in-plane valleys split into two pairs, and the sums must run over three groups. If it differs between [110] and [1$\bar1$0], the usual axes of silicon transistors, then $\epsilon_{xx}=\epsilon_{yy}$ and these four valleys stay together, but a shear strain $\epsilon_{xy}$ appears, which this model leaves out. The largest uncertainty sized here is the metal's supply of states: complete blocking of group 4 turns a 2.5-fold rise under 1% tension into a 6-fold fall. The remaining values are in the numerical output.

## Calculated quantities

```
Masses longitudinal, transverse: 0.92, 0.19 m0; permittivity 11.7
Xi_u 9.0 eV; C11 166.0 GPa; C12 64.0 GPa
Density 2.00e+20 cm^-3; centroid barrier 0.55 eV; T 300.0 K
Normal strain / in-plane strain: -0.7711
Splitting E4-E2 at +1% strain: 0.1594 eV
E00 groups 2, 4: 0.0800, 0.1761 eV
Unstrained mu 0.1124 eV; bending 0.6624 eV
Depletion width 2.070 nm; donor spacing 1.710 nm
Peak field 6.40 MV/cm
Columns: strain %, mu eV, barriers 2 and 4 eV, population share 2,
  conductance share 2, mean T2, mean T4, rho_c ohm cm^2
-1.0 0.0945 0.6563 0.4969 0.0241 0.00028 0.00112 0.07715 3.241e-09
-0.5 0.1086 0.6031 0.5234 0.1390 0.00219 0.00152 0.06751 4.037e-09
+0.0 0.1124 0.5500 0.5500 0.3333 0.01032 0.00272 0.05925 5.476e-09
+0.5 0.1089 0.4969 0.5766 0.5574 0.04098 0.00506 0.05235 8.115e-09
+1.0 0.0976 0.4437 0.6031 0.7775 0.15591 0.00921 0.04740 1.349e-08
Unstrained g groups 2, 4: 1.885e+06, 1.807e+08 S/cm^2
+1% strain g groups 2, 4: 1.156e+07, 6.256e+07 S/cm^2
Unstrained conductance per electron, 4 over 2: 47.93
Transparent-contact rho_c: 2.671e-10 ohm cm^2
L2, L4: 20.457, 13.594 1/eV
d ln g/dS at zero strain: -4.3438 1/eV
Linear change of ln rho_c per +1% strain: 0.6924
Full ln rho_c change at +1%: 0.9018
Full ln rho_c change at -1%: -0.5244
rho_c(+1%)/rho_c(0), bending frozen: 2.6998
Columns: rho_c(0)/model rho_c(0), then rho_c(+1%)/rho_c(0),
  then rho_c(-1%)/rho_c(0)
model: 1.0000 2.4640 0.5919
equal tunnelling mass: 0.8233 1.1871 0.7116
image force: 0.4896 2.0508 0.5983
mobile-electron screening: 1.3884 3.1938 0.5961
nonparabolic tunnelling: 0.7970 2.3984 0.6140
wave matching to model metal: 0.5645 2.7611 0.6162
hydrostatic barrier shift: 1.0000 2.8043 0.5314
temperature 400 K: 0.9368 2.2836 0.6038
group 4 blocked by metal: 96.8600 0.1632 21.4744
Image-force lowering of barrier top: 0.2728 eV
Nonparabolicity used: 0.5 1/eV; metal depth: 10.0 eV
Hydrostatic potential used: 1.7 eV; shift at +1%: 0.0209 eV
```
